# Leakage current of a depleted silicon detector after irradiation

**Question.** A silicon pad detector has an area of 1 cm² and a thickness of 300 µm. It has received a fluence of \(10^{14}\) neutron-equivalent particles per cm² and is biased so that its whole thickness is depleted. How large is its leakage current at room temperature, and how does the current change with fluence, size, bias and temperature?

**Answer.** Irradiation displaces silicon atoms and leaves defects that generate electron–hole pairs thermally. The added current is proportional to the fluence \(\Phi\) and to the depleted volume, here area \(A\) times thickness \(d\):

\[
I=\alpha\,\Phi\,A\,d .
\]

The current-related damage constant \(\alpha\) is empirical. Its standard value, \(4.0\times10^{-17}\) A/cm, holds for silicon at 20 °C after annealing for 80 minutes at 60 °C. The fluence must be expressed in 1 MeV neutron equivalents, which means that other particles are first weighted by the displacement damage they do. With \(d=0.03\) cm,

\[
I=(4.0\times10^{-17}\ \mathrm{A/cm})(10^{14}\ \mathrm{cm^{-2}})(0.03\ \mathrm{cm^{3}})
=1.2\times10^{-4}\ \mathrm{A}=120\ \mathrm{\mu A}.
\]

A rough value before irradiation is 10 nA, or 0.008 % of this, so the damage current is practically the whole current. The rest of the answer shows why the law has this form and how far the number can be trusted.

**What full depletion requires**

Let the irradiated bulk carry a uniform negative space charge of density \(-qN_{\rm eff}\), with the p contact at \(x=0\) and the n contact at \(x=d\). Let \(\varphi\) be the potential and \(F=d\varphi/dx\) the magnitude of the field. Poisson's equation gives \(dF/dx=qN_{\rm eff}/\varepsilon\), and therefore

\[
F(x)=F(0)+\frac{qN_{\rm eff}}{\varepsilon}x .
\]

The integral of \(F\) over the thickness is the bias \(V\), if the small built-in voltage is neglected:

\[
V=F(0)\,d+\frac{qN_{\rm eff}d^2}{2\varepsilon}.
\]

Depletion just reaches the far contact when \(F(0)=0\), which defines

\[
V_{\rm dep}=\frac{qN_{\rm eff}d^2}{2\varepsilon}.
\]

Above this bias \(F(0)=(V-V_{\rm dep})/d\). Adding \(qN_{\rm eff}d/\varepsilon=2V_{\rm dep}/d\) gives \(F(d)=(V+V_{\rm dep})/d\).

A rough space charge density at this fluence is \(2\times10^{12}\ \mathrm{cm^{-3}}\). With \(\varepsilon=11.7\,\varepsilon_0\) it gives \(V_{\rm dep}=139\) V. A bias of 200 V then depletes the detector, with edge fields of 0.0020 and 0.0113 MV/cm.

Below \(V_{\rm dep}\) only a width \(w\) is depleted. The same integral with \(w\) in place of \(d\) and zero field at its end gives \(V=qN_{\rm eff}w^2/2\varepsilon\), so \(w=d\sqrt{V/V_{\rm dep}}\). If the current from the undepleted part is neglected,

\[
I=\alpha\Phi A d\sqrt{V/V_{\rm dep}}\qquad(V<V_{\rm dep}).
\]

At a quarter of the depletion voltage, about 35 V, this is 60 µA. The formula takes generation as complete up to the edge of the depleted region. Majority carriers near that edge can suppress it and lower the current by several per cent. This picture treats the undepleted part as ordinary doped silicon; in heavily irradiated silicon it is highly resistive, so the square-root law is only a guide there. Above \(V_{\rm dep}\) the volume can grow no further in depth, and the current levels off in this model. Recapture and field-assisted emission, discussed below, both depend on the field and give the plateau a slope of several per cent over a few hundred volts.

**From defects to current**

Consider one defect level in the depleted region, where free carriers are so rare that capture can be ignored at first. An electron on the level leaves for the conduction band at rate \(e_n\). The empty level then takes an electron from the valence band, which is the emission of a hole, at rate \(e_p\). The two steps alternate, and their mean waiting times add up to \(1/e_n+1/e_p\). One pair is produced per cycle, so the pair rate of one defect is

\[
r=\frac{1}{1/e_n+1/e_p}=\frac{e_ne_p}{e_n+e_p}.
\]

The slower step governs the rate. For \(e_n=200\) and \(e_p=1100\ \mathrm{s^{-1}}\) the formula gives 169.2 pairs per second, and a simulation with random waiting times gives 169.3.

Each pair contributes one elementary charge to the external current. Between parallel contacts, a carrier of charge magnitude \(q\) and speed \(v\) induces the current \(qv/d\). Over its whole path it therefore delivers \(q\) times the path length divided by \(d\). A pair created at \(x_0\) sends its electron over \(d-x_0\) and its hole over \(x_0\). The charges and the directions of motion are both opposite, so the two currents have the same sign:

\[
Q=q\,\frac{d-x_0}{d}+q\,\frac{x_0}{d}=q .
\]

Suppose now that the particles create \(g\) defects per centimetre of path. The fluence is the path length per unit volume, so the defect density is \(g\Phi\). The pair rate per volume is \(g\Phi r\), and the current is \(I=q\,g\Phi r\,Ad\). Comparison with the empirical law gives

\[
\alpha=q\,g\,\frac{e_ne_p}{e_n+e_p},
\]

or a sum of such terms if several kinds of defect take part. As long as capture is ignored, linearity in fluence thus rests on two conditions: defects are created in proportion to \(\Phi\), and each works independently of the others.

The ratio \(\alpha/q\) is 250 pairs per second per centimetre of path. Averaged over many particles, one equivalent particle that has crossed 300 µm of silicon leaves behind damage that generates \(250\times0.03=7.5\) pairs per second. Most neutrons cross without a collision, and the few that collide do all the damage.

**Is the size of the constant reasonable?**

Take a level at the intrinsic Fermi level, with capture cross-section \(\sigma\) for both carriers and thermal speed \(v_{\rm th}\). In equilibrium in undoped silicon, electron capture balances electron emission. With \(f\) the probability that the level is filled and \(n_i\) the intrinsic carrier density,

\[
\sigma v_{\rm th}n_i(1-f)=e_nf .
\]

Here \(f=1/2\), if level degeneracy is ignored, so \(e_n=\sigma v_{\rm th}n_i\). The same argument for holes gives \(e_p=e_n\), and the pair rate is half of either.

With a round \(\sigma=10^{-14}\ \mathrm{cm^2}\), \(v_{\rm th}=1.15\times10^7\) cm/s and \(n_i=5.98\times10^9\ \mathrm{cm^{-3}}\), the emission rate is about 690 s⁻¹ and the pair rate 345 s⁻¹. The measured constant then requires \(g=250/345\approx0.7\) centres per centimetre of path. This is a consistency estimate, because \(g\) is inversely proportional to the chosen \(\sigma\). The value of \(n_i\) is also approximate: it is calculated with constant effective masses, and fits to measurements lie roughly 6 to 10 % lower.

With these round values the one-level picture has a clear limit. Its centres would have a density of \(7.2\times10^{13}\ \mathrm{cm^{-3}}\) and be half filled. If all were of one charge type, they would carry 18 times the assumed space charge. The estimate can therefore set a scale for generation, but it does not describe the space charge. A larger \(\sigma\) would require fewer centres and so reduce this charge. Levels of both charge types would partly cancel. At a given current, faster emission in the step that makes a centre neutral would also reduce the charge. The leakage current alone cannot decide between these possibilities.

**Temperature**

For a mid-gap level with constant \(\sigma\), the generation rate follows \(v_{\rm th}n_i\). The thermal speed varies as \(T^{1/2}\). With constant effective masses, \(n_i\) varies as \(T^{3/2}\exp(-E_g/2kT)\). Near room temperature the gap is nearly linear, \(E_g(T)\approx E-bT\), and

\[
\exp\!\left(-\frac{E_g}{2kT}\right)=\exp\!\left(\frac{b}{2k}\right)\exp\!\left(-\frac{E}{2kT}\right).
\]

The first factor is constant, so

\[
\frac{I(T)}{I(T_0)}=\left(\frac{T}{T_0}\right)^2
\exp\!\left[-\frac{E}{2k}\left(\frac1T-\frac1{T_0}\right)\right].
\]

The energy \(E\) is the gap extrapolated linearly to zero temperature, not the gap at 20 °C. The extrapolation gives 1.200 eV, against a gap of 1.126 eV at 20 °C. The standard scaling energy is 1.21 eV, and it is used below.

Differentiating the logarithm gives the sensitivity

\[
s=\frac{d\ln I}{dT}=\frac2T+\frac{E}{2kT^2},
\]

which is 8.9 % per kelvin at 20 °C. The current doubles in about \(\ln2/0.089\approx8\) K. "Room temperature" therefore has to be specified: at 25 °C the current is \(1.546\times120=185\) µA.

Cooling to −20 °C multiplies the current by 0.0169 and leaves 2.0 µA. The microscopic rate with the curved gap gives a factor of 0.0176, about 4 % more. Most of this difference comes from using 1.21 instead of 1.200 eV, which alone changes the factor by about 3 %.

**Heating by the current itself**

At 200 V the detector dissipates \(200\ \mathrm{V}\times120\ \mathrm{\mu A}=24\) mW. Let \(K\) be the thermal conductance to surroundings at \(T_0\) and \(\Delta T\) the temperature rise of the silicon. A steady state requires

\[
K\,\Delta T=V\,I(T_0+\Delta T)\approx V I_0\,\mathrm e^{s\Delta T},
\]

where \(I_0=I(T_0)\). Hence \(K=VI_0\,\mathrm e^{s\Delta T}/\Delta T\). The right-hand side is smallest where its logarithmic derivative \(s-1/\Delta T\) vanishes, at \(\Delta T=1/s\). No solution of the exponential model exists unless

\[
K\ge K_{\min}=\mathrm e\,s\,V I_0 .
\]

This gives 5.8 mW/K. The full temperature law gives 5.6 mW/K, with a rise of 12 K at the limit.

On a heat sink with \(K=100\) mW/K the silicon warms by 0.25 K, and the current rises by 2.2 %. A rough conductance for still air is 2 mW/K, which is below the limit. At a fixed bias of 200 V and surroundings at 20 °C, such a detector would have no steady state near room temperature, and its current would run away. Lowering the bias to \(V_{\rm dep}\) helps only in part: \(K_{\min}\) is proportional to \(V\) at fixed \(I_0\), so it is still \(5.6\times139/200\approx3.9\) mW/K. This is above the rough value for still air, but close enough that the actual mounting and surface decide whether a steady state exists. The answer of 120 µA thus presupposes that the silicon itself is held at 20 °C.

The power at the depletion voltage shows how the difficulty grows:

\[
P=V_{\rm dep}I=\frac{qN_{\rm eff}d^2}{2\varepsilon}\,\alpha\Phi Ad
\;\propto\; N_{\rm eff}\,\Phi\,A\,d^3 .
\]

The current is linear in thickness, but this power is cubic. If \(N_{\rm eff}\) also grows in proportion to fluence, the power grows as \(\Phi^2\).

**Corrections inside the depleted volume**

The generated carriers can be captured again before they reach the contacts. For the mid-gap level write \(c=\sigma v_{\rm th}\) and \(e_n=e_p=cn_i\). The level is filled at rate \(cn+cn_i\) when empty and emptied at rate \(cp+cn_i\) when full, so

\[
f=\frac{n+n_i}{2n_i+n+p},\qquad 1-f=\frac{p+n_i}{2n_i+n+p}.
\]

For a defect density \(N\), the net generation is electron emission minus electron capture:

\[
U=Nc\,[\,n_if-n(1-f)\,]=Nc\,\frac{n_i^2-np}{2n_i+n+p}.
\]

The terms \(\pm nn_i\) have cancelled in the numerator. For \(n,p\ll n_i\), first order in the densities gives

\[
U\approx\frac{Ncn_i}{2}\left(1-\frac{n+p}{2n_i}\right).
\]

A drift calculation at 200 V gives a mean of \(n+p=2.9\times10^8\ \mathrm{cm^{-3}}\). The expected loss is \(2.9\times10^8/(2\times5.98\times10^9)\approx2.4\ \%\), in agreement with the 2.36 % found from the complete expression. The last digits are not significant: other standard mobility laws or the measured \(n_i\) move this loss between about 2.2 and 2.6 %. The drift calculation leaves out holes that diffuse in from the p contact, which would raise the loss by roughly half a percentage point. At a given field the carrier density grows with the current. In this model the loss then grows with fluence, and the current falls increasingly below the linear law. The size of the effect belongs to a level exactly at mid-gap: at the same generation rate, a level 0.03 or 0.06 eV away loses only about 1.4 or 0.5 %. Measured currents of depleted diodes stay close to linear over several decades of fluence, so the estimate should not be read as a predicted deviation for real detectors.

The field can also help a carrier to escape. If the emptied centre attracts the carrier by a Coulomb force, the potential energy along the escape direction is \(-q^2/(4\pi\varepsilon r)-qFr\). Its derivative vanishes at \(r^2=q/(4\pi\varepsilon F)\). The two terms are then equal, and the barrier is lowered by

\[
\delta=2q\sqrt{\frac{qF}{4\pi\varepsilon}}=q\sqrt{\frac{qF}{\pi\varepsilon}} .
\]

At the peak field \(\delta\) is 24 meV, close to \(kT=25\) meV. At an angle \(\theta\) to the escape direction, only the component \(F\cos\theta\) acts. With no gain assumed in the opposite hemisphere, the average over directions multiplies the emission rate by

\[
a=\frac12+\frac12\int_0^1\exp\!\left(\frac{\delta\sqrt u}{kT}\right)du,\qquad u=\cos\theta .
\]

Only one of the two emission steps leaves an attractive centre. For equal zero-field rates the pair rate changes from \(e_n/2\) to \(ae_n/(1+a)\), a factor \(2a/(1+a)\). Averaged over the depth, the gain is 13 %. It should not simply be added to 120 µA, because \(\alpha\) is measured on depleted diodes and already contains part of such field effects. The same holds for recapture.

Impact ionisation is negligible: the peak field of 0.0113 MV/cm is more than ten times below the fields at which ionisation coefficients of silicon are usually measured. The tiny number of ionisations in the numerical output extrapolates a high-field fit far outside its range, so its size has no quantitative meaning.

**Comparison with a real detector**

The thickness, bias and fluence are in the range of silicon tracking detectors, which are commonly run cold after such doses. The assumed \(N_{\rm eff}\) is rough, since it depends on the starting material, the type of particle and the annealing. Real space charge after heavy irradiation is also not uniform. This shifts the voltage needed for depletion, but leaves the volume in the current law unchanged once the whole thickness is depleted.

Two other assumptions move the current directly. Without a guard ring, depletion can spread beyond the edge of the pad. A spread of one thickness on every side of a square pad, if it is the same at all depths, increases the volume by \((1.06)^2-1\approx12\ \%\). A spread that narrows with depth adds less. The annealing state matters more: with a rough \(\alpha=6\times10^{-17}\) A/cm for a shorter anneal, the current at 20 °C is 180 µA. A measured current can therefore be compared with 120 µA only when the silicon temperature, the annealing history and the collecting area are known. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
damage constant at 20 C: 4.0e-17 A/cm
fluence: 1.0e+14 1/cm^2
area: 1.0 cm^2, thickness: 300 um
depleted volume: 0.030 cm^3
current per volume: 4.00 mA/cm^3
LEAKAGE CURRENT at 20 C: 1.20e-04 A = 120 uA
space charge density (rough): 2.0e+12 1/cm^3
depletion voltage: 139 V, bias: 200 V
edge fields: 0.0020 and 0.0113 MV/cm
test emission rates: 200 and 1100 1/s
pair rate, random cycles: 169.3 1/s
pair rate, formula: 169.2 1/s
charge per pair, starts at 0.1, 0.5, 0.9 of thickness: 1.001, 1.001, 1.001 q
alpha/q: 250 pairs/s per cm of path
pair generation rate: 2.50e+16 1/(cm^3 s)
intrinsic density at 20 C: 5.98e+09 1/cm^3
cross-section (round): 1e-14 cm^2
thermal speed: 1.15e+07 cm/s
mid-gap emission rate: 691 1/s
pair rate per centre: 345 1/s
centres needed per cm of path: 0.72 1/cm
density of such centres: 7.23e+13 1/cm^3
half-filled charge / space charge: 18
gap at 20 C: 1.126 eV
gap extrapolated linearly to 0 K: 1.200 eV
energy from microscopic rate: 1.200 eV
standard scaling energy: 1.21 eV
relative change of current per K: 8.9 %
factor 20 C to 25 C: 1.546
current at 25 C: 185 uA
factor 20 C to -20 C: 0.0169
same factor, microscopic rate: 0.0176
current at -20 C: 2.03 uA
free carriers, mean: 2.9e+08, max: 8.2e+08 1/cm^3
current lost to recapture: 2.36 %
mesh shift of that loss, 300 to 1200 cells: 0.00001 %
barrier lowering at peak field: 23.6 meV
thermal energy kT: 25.3 meV
gain by field-assisted emission: 13 %
ionisations per electron transit: 1e-43
gain if depletion spreads 300 um sideways: 12 %
current before irradiation (rough): 10 nA
its share of the final current: 0.008 %
short-anneal damage constant (rough): 6e-17 A/cm
current with it: 180 uA
power at bias, 20 C: 24.0 mW
heat-sink conductance: 100 mW/K
temperature rise on heat sink: 0.25 K
current gain by that rise: 2.2 %
least conductance for a steady state: 5.56 mW/K
same, exponential estimate: 5.77 mW/K
temperature rise at that limit: 12.2 K
still-air conductance (rough): 2 mW/K
```
